\section*{Electron Degradation Solved by One Downward Sweep, with Energy Balance}

\section{What scaling fixes before any equation is solved}

A fast electron in a resist loses energy in collisions and frees further electrons, which do the same. Take an infinite homogeneous medium and ask for numbers integrated over position, so that energy is the one remaining variable. Divide it into nodes $E_i=i\Delta$. Let $y_i$ be the mean path length travelled at node $i$ by all electrons of the cascade, per source electron, and let $\Lambda_i$ be the number of collisions per unit path. Then $y_i$ is a length, $\Lambda_i$ an inverse length, and the product $\Lambda_i y_i$ a pure number: the mean number of collisions at node $i$.

This fixes how the answer depends on the rates. Electrons do not interact with each other here, so $y$ is linear in the source. If every collision rate is multiplied by the same factor $c$, the sequence of events keeps its probabilities while all distances shrink by $c$. Hence
\begin{equation}
y_i\to y_i/c,\qquad \Lambda_i y_i\to\Lambda_i y_i .
\label{scale}
\end{equation}
Numbers of events and deposited energies depend on ratios of rates alone; path lengths need their absolute size.

\section{The node equation and the sweep}

An electron at an active node stays there until it collides. The mean number of collisions at node $i$ therefore equals the mean number of arrivals. Arrivals come from the source, $s_i$, and from collisions at other nodes:
\begin{equation}
\Lambda_i y_i=s_i+\sum_{j}K_{ij}y_j .
\label{node}
\end{equation}
Here $K_{ij}$ is the number of electrons put on node $i$ per unit path at node $j$. It counts both electrons that leave an ionization. An electron that returns to its own node counts as a new arrival, in $K_{ii}$. Nodes at or below a cutoff $E_c$ are not active: electrons arriving there are called residual, keep their kinetic energy and are followed no further.

A collision product has some energy $\varepsilon=(m+f)\Delta$ with integer $m$ and $0\le f<1$, in general between two nodes. Put the weight $1-f$ on node $m$ and $f$ on node $m+1$. The weights add to one, and
\begin{equation}
(1-f)\,m\Delta+f\,(m+1)\Delta=(m+f)\Delta=\varepsilon ,
\label{split}
\end{equation}
so number and energy are both kept. If every collision lowers the energy, a product of a collision at node $j$ has $\varepsilon<E_j$. Then $m\le j-1$ and $m+1\le j$, so nothing is put above node $j$:
\begin{equation}
K_{ij}=0\quad\text{for } i>j .
\end{equation}
The matrix is triangular. Once all nodes above $i$ are known, \eqref{node} has one unknown:
\begin{equation}
y_i=\frac{1}{\Lambda_i-K_{ii}}\Bigl(s_i+\sum_{j>i}K_{ij}y_j\Bigr).
\label{sweep}
\end{equation}
In practice one keeps an inflow for each node, starting from $s$. At the highest node divide the inflow by $\Lambda_i-K_{ii}$, add $K_{ji}y_i$ to the inflow of each lower node $j$, and go one node down. What has collected below the cutoff at the end is the residual spectrum. With $N$ active nodes this takes about $N^2/2$ multiplications, against about $N^3/3$ for elimination in a full matrix.

\subsection*{A case for pencil and paper}

Take levels $0$ to $4$ in units of $\Delta$, cutoff at level 1, and one source electron at level 4. At levels 2, 3 and 4 there are two processes, each with unit rate. Excitation lowers the electron by one level. Ionization lowers it by two, spends one unit on binding and frees a secondary at level 1. So $\Lambda_i=2$ and $K_{ii}=0$. The sweep gives
\begin{align}
y_4&=\tfrac12\cdot 1=\tfrac12, \\
y_3&=\tfrac12\,y_4=\tfrac14, \\
y_2&=\tfrac12\,(y_4+y_3)=\tfrac38 .
\end{align}
Level 3 is fed by excitation from level 4. Level 2 is fed by ionization from level 4 and excitation from level 3. Each process happens $y_4+y_3+y_2=\frac98$ times, so $\frac98$ units go into excitation and $\frac98$ into binding. Level 1 receives one secondary per ionization ($\frac98$), the primary of each ionization at level 3 ($\frac14$) and the electron of each excitation at level 2 ($\frac38$), together $\frac74$. Level 0 receives $\frac38$ electrons, which carry no energy. The sum is $\frac98+\frac98+\frac74=4$, the source energy.

\section{Why the energy balance closes at any step}

In each event at node $j$, the energy $E_j$ equals the energy of the products plus an amount deposited in the medium. By \eqref{split} the products keep their energy when placed on nodes. Multiply by the rate of the event and sum over all events at node $j$:
\begin{equation}
E_j\Lambda_j=\sum_{i\in A}E_iK_{ij}+\sum_{i\in R}E_iK_{ij}+d_j ,
\label{column}
\end{equation}
where $A$ and $R$ are the active and residual nodes and $d_j$ is the energy deposited per unit path. Now multiply \eqref{node} by $E_i$ and sum over active nodes, for one source electron of energy $E_s$:
\begin{equation}
\sum_{j\in A}E_j\Lambda_jy_j=E_s+\sum_{i\in A}\sum_{j\in A}E_iK_{ij}y_j .
\end{equation}
Insert \eqref{column} on the left. The double sum over active nodes then stands on both sides and cancels, which leaves
\begin{equation}
\sum_{j\in A}d_jy_j+\sum_{i\in R}E_i\rho_i=E_s,
\qquad \rho_i=\sum_{j\in A}K_{ij}y_j .
\label{balance}
\end{equation}
Deposited plus residual energy equals source energy for every $\Delta$, apart from rounding in the arithmetic. The same steps with $E_i$ replaced by 1 count electrons. An ionization turns one electron into two, so the residual number is one plus the number of ionizations.

Equation \eqref{column} also shows when the sweep can be carried out. All its terms are non-negative, so $E_jK_{jj}\le E_j\Lambda_j-d_j$, or
\begin{equation}
\Lambda_j-K_{jj}\ge d_j/E_j .
\end{equation}
The divisor in \eqref{sweep} is positive wherever some energy is deposited. An active node without any loss process would trap its electrons, and the method would fail there.

\section{The error that the balance cannot see}

Let $g(E)$ be the mean number of events of some kind, say ionizations, that an electron of energy $E$ finally causes, with $g=0$ at and below the cutoff. Its first collision may itself be such an event, and the products of that collision, whatever its kind, can cause further ones, so
\begin{equation}
\Lambda_jg(E_j)=c_j+\sum_p r_{p}\,g(\varepsilon_p),
\label{adjoint}
\end{equation}
where $c_j$ is the rate of the counted event and $p$ runs over products, each with rate $r_p$ and energy $\varepsilon_p$. The grid computes $G=\sum_jc_jy_j$ instead. Multiply \eqref{node} by $g(E_i)$ and sum over $i$:
\begin{equation}
g(E_s)=\sum_jy_j\Bigl[\Lambda_jg(E_j)-\sum_iK_{ij}g(E_i)\Bigr].
\end{equation}
By the splitting rule, $\sum_iK_{ij}g(E_i)=\sum_pr_p\,\bar g(\varepsilon_p)$, where $\bar g$ is the straight-line interpolant of $g$ between nodes. With \eqref{adjoint},
\begin{equation}
G-g(E_s)=\sum_jy_j\sum_pr_p\bigl[\bar g(\varepsilon_p)-g(\varepsilon_p)\bigr].
\label{error}
\end{equation}
Where $g$ is smooth, linear interpolation gives
\begin{equation}
\bar g(\varepsilon)-g(\varepsilon)=\tfrac12 f(1-f)\Delta^2g''(\xi)
\label{interp}
\end{equation}
for some $\xi$ between the two nodes. Since $f(1-f)\le\frac14$, each product contributes at most $\Delta^2|g''|/8$. Energy and electron number correspond to linear functions, for which the interpolation error vanishes. The balance therefore carries no information about the error of any quantity with a curved $g$.

A loss $\omega$ smaller than $\Delta$ needs separate treatment. The electron lands at $f=1-\omega/\Delta$ above the next lower node, so it stays with weight $1-\omega/\Delta$ and drops a full step with weight $\omega/\Delta$. If this is the one process, with rate $\Lambda$, then $\Lambda_i-K_{ii}=\Lambda\omega/\Delta$. One electron passing down through node $i$ gives
\begin{equation}
\frac{y_i}{\Delta}=\frac{1}{\Lambda\omega},
\end{equation}
the path per unit energy of continuous slowing at the stopping power $\Lambda\omega$. The mean is right, but the grid adds a spread. Each collision has mean loss $\omega$ and variance $\Delta^2(\omega/\Delta)-\omega^2=\omega(\Delta-\omega)$, where the true variance is zero. A descent by $D$ takes about $D/\omega$ collisions and collects the variance $D(\Delta-\omega)$. This error is of first order in $\Delta$ as long as $\Delta>\omega$.

\section{Collision rates from the dielectric function}

In this section $\hbar=m=e=1$. In the first Born approximation an electron of wave number $k=\sqrt{2E}$ gives momentum $q$ and energy $W$ to a medium in its ground state, through $v_q=4\pi/q^2$. The golden rule gives the rate in time
\begin{equation}
\Gamma=2\pi\sum_{\mathbf q}\frac{v_q^2}{V^2}\sum_n|\langle n|\rho_{\mathbf q}|0\rangle|^2\,\delta(W-\omega_{n0}),
\end{equation}
with volume $V$, density operator $\rho_{\mathbf q}$ and excitation energies $\omega_{n0}$. Linear response gives $1/\varepsilon=1+v_q\chi$, and for $W>0$ the density response has $\operatorname{Im}\chi=-(\pi/V)\sum_n|\langle n|\rho_{\mathbf q}|0\rangle|^2\delta(W-\omega_{n0})$. So the sum over $n$ equals $V\operatorname{Im}[-1/\varepsilon]/(\pi v_q)$, and
\begin{equation}
\Gamma=2\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}\operatorname{Im}\frac{-1}{\varepsilon(q,W)}
=\frac2\pi\int\!dq\,d(\cos\theta)\operatorname{Im}\frac{-1}{\varepsilon(q,W)} .
\end{equation}
Energy conservation reads $W=kq\cos\theta-q^2/2$, so $d(\cos\theta)=dW/(kq)$ at fixed $q$. Division by the speed $k$ turns a rate in time into a rate per path, and $k^2=2E$:
\begin{equation}
\frac{d\Lambda}{dW}=\frac{1}{\pi E}\int_{q_-}^{q_+}\frac{dq}{q}\operatorname{Im}\frac{-1}{\varepsilon(q,W)},
\quad q_\pm=\sqrt{2E}\pm\sqrt{2(E-W)} .
\label{diimfp}
\end{equation}
The limits are those of $|\cos\theta|\le1$. With energies in eV and lengths in nm the prefactor becomes $1/(\pi a_0E)$, where $a_0$ is the Bohr radius.

The electronic response is modelled by one damped oscillator whose energy rises with the recoil energy $q^2/2$:
\begin{equation}
\operatorname{Im}\frac{-1}{\varepsilon}=\frac{E_p^2\gamma W}{(W_q^2-W^2)^2+\gamma^2W^2},\qquad W_q=W_0+\frac{q^2}{2}.
\end{equation}
It is the imaginary part belonging to $1/\varepsilon=1+E_p^2/(W^2-W_q^2+i\gamma W)$. At $q=W=0$ this gives the optical constant $1/\varepsilon_\infty=1-E_p^2/W_0^2$.

A polar vibration of energy $\omega$ has $\varepsilon=\varepsilon_\infty(\omega^2-W^2)/(\omega_T^2-W^2)$ with $\omega_T^2=\omega^2\varepsilon_\infty/\varepsilon_0$. Near its pole, with $W\to W+i0$,
\begin{equation}
\operatorname{Im}\frac{-1}{\varepsilon}=\frac{\omega^2-\omega_T^2}{\varepsilon_\infty}\,\frac{\pi}{2\omega}\,\delta(W-\omega)
=\frac{\pi\omega}{2}\Bigl(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\Bigr)\delta(W-\omega).
\end{equation}
Inserted in \eqref{diimfp}, with $a_0$ restored, this gives the emission rate of a cold medium,
\begin{equation}
\Lambda_{\rm vib}=\frac{\omega}{2a_0E}\Bigl(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\Bigr)\ln\frac{q_+}{q_-} .
\end{equation}

\section{An 82 eV photoelectron in a resist}

The parameters are rough values for an organic resist under extreme-ultraviolet light. A 92 eV photon frees an electron bound by $B=10$ eV, which starts with 82 eV. Further values are $E_p=20$, $W_0=27$, $\gamma=20$ and $\omega=0.1$ eV, and $\varepsilon_0=3.5$. For the full oscillator they imply $1/\varepsilon_\infty=1-400/729=0.451$, or $\varepsilon_\infty=2.22$. The cascade below leaves out electronic losses under 5 eV. Leaving them out of the dispersion integral for $1/\varepsilon_\infty$ as well would give 0.500; the vibrational rate would then be 29\% higher and the vibrational energy about a fifth higher, with the ionizations changed by only 0.002. We keep the value of the full oscillator. At 10 eV the vibrational rate is $0.0945\times0.1656\times5.99=0.094$ per nm.

Electronic losses start at 5 eV, which is also the cutoff. A loss $W$ between 5 eV and $B$ is an excitation and is deposited whole. A loss above $B$ is an ionization: $B$ is deposited with the hole and a secondary leaves with $W-B$. The faster outgoing electron is called the primary, so $E-W\ge W-B$, or $W\le(E+B)/2$. The integrals over $W$ use 300 Gauss--Legendre points for each of the two kinds of loss, and those over $\ln q$ use 20. Each point in $W$ is treated as one event. The step is 0.125 eV, with 616 active nodes.

The sweep gives 3.77 ionizations and 4.56 excitations per source electron. The energy budget in eV is
\begin{equation}
\underbrace{37.67}_{\text{binding}}+\underbrace{31.58}_{\text{excitation}}+\underbrace{0.71}_{\text{vibration}}+\underbrace{12.04}_{\text{residual}}=82.00 ,
\end{equation}
and it closes to $1.4\times10^{-14}$ eV. The first term is $10\times3.767$. The 4.77 residual electrons carry 2.5 eV each on average. One ionization costs $82/3.77=21.8$ eV, about twice the binding energy.

The electronic mean free path at 82 eV is 1.0 nm. The path lengths of the whole cascade are 2.9 nm above 40 eV, 5.2 nm at 20--40 eV, 11.4 nm at 10--20 eV and 43.7 nm at 5--10 eV. The last band holds 69\% of the total because the range of allowed electronic losses closes as $E$ falls to 5 eV, while vibrations remove only 0.009 to 0.017 eV per nm. The figure for this band is roughly 4\% below its continuous-energy limit, which lies between 45 and 46 nm, and the vibrational energy is likewise 0.71 instead of about 0.74 eV. Most of this comes from the last vibrational quantum, which carries an electron past the cutoff by up to 0.1 eV, an overshoot that the grid averages out. The figure also depends on the strength of the vibrational loss: tripling it shortens the path in this band to 31 nm on the same grid, or 32 nm in the continuous-energy limit. A real resist has more vibrational loss channels than the one polar mode used here, so 43.7 nm is a property of the model and not a prediction for a material. These are path lengths summed over several electrons with changing directions. They are not a blur radius, which would need the angles of scattering and the motion below the cutoff.

\subsection*{Reading the discretization error}

\begin{center}
\begin{tabular}{cccc}
$\Delta$ (eV) & ionizations & excitations & residual (eV)\\
0.5 & 3.7679 & 4.5895 & 11.912\\
0.25 & 3.7675 & 4.5686 & 11.990\\
0.125 & 3.7674 & 4.5564 & 12.038\\
0.0625 & 3.7674 & 4.5549 & 12.031
\end{tabular}
\end{center}

The balance closes to about $10^{-14}$ eV in every row, although the coarsest grid has 0.03 excitations too many relative to the finest. Ionizations have settled to $10^{-4}$. Excitations converge more slowly and without a clean power of $\Delta$, and the residual energy is not monotonic. The continuous-energy limits are 4.554 excitations and 12.02 eV of residual energy, so even the finest row is off by 0.001 and 0.01 eV, and the residual energy in the budget above is about 0.02 eV too high. The spread of the vibrational descent may contribute. It is of first order in the first three rows, where $\Delta>\omega$, and it has not vanished in the last, where splitting gives the variance $f(1-f)\Delta^2/\omega=0.009$ eV per eV of descent, against 0.025 eV at $\Delta=0.125$ eV. These runs do not separate it from other errors.

A Monte Carlo cascade with the same rate formulas but continuous energies, 20\,000 source electrons in all, gives 3.77 ionizations, 4.56 excitations and 12.0 eV residual energy. It shares the physics of the rates, so the agreement concerns the grid and the sweep.

Suppose instead that each product is rounded down to the node below. At $\Delta=0.125$ eV, 0.914 eV is then missing. The size can be estimated from the event numbers. There are $4.56+2\times3.77=12.1$ products of electronic collisions, which lose about $\Delta/2$ each, or 0.76 eV. The $0.711/0.1=7.1$ vibrational emissions lose 0.025 eV each, or 0.18 eV. The sum is 0.93 eV.

Tripling the excitation rates, with everything else fixed, leaves the balance at $1.4\times10^{-14}$ eV but lowers the ionizations to 2.89, by 23\%. A closed balance thus says nothing about the cross sections.

\section{What the model leaves out, and how much it matters}

The Born treatment is weak at the low energies that dominate here. Halving all electronic rates changes the ionizations from 3.767 to 3.762, or 0.15\%. This is the scaling law \eqref{scale}, broken slightly because the vibrational rate was held fixed; the vibrational energy rises from 0.71 to 1.18 eV. An error of a factor of two in the overall size of the electronic rates thus hardly changes the ionization yield, though it does change path lengths. An error in the ratio of excitation to ionization is serious, as the tripled rates show. Allowing losses up to $W=E$ raises the ionizations to 4.00, by 6\%.

At 300 K a 0.1 eV vibration has mean occupation $n=0.021$. Emission gains the factor $1+n$, and absorption, proportional to $n$, lifts electrons upward. The matrix is then no longer triangular and a single sweep is not enough. One can use a general linear solver, or repeat the sweep with the small upward terms taken from the previous pass; here 12 passes bring the change in every $y_i$ below $10^{-12}$ of the largest $y_i$. The balance \eqref{balance} survives, since its proof did not use triangularity, if absorbed quanta count as negative deposits. The ionizations stay at 3.767 and the excitations change by 0.0005, so for these numbers the cold sweep suffices.

A real film is finite. Let isotropic sources of density $S$ fill a film of thickness $t$. In an infinite medium with the same sources the flux at node $i$ is $Sy_i$, spread evenly over directions, and the current through a plane to one side is
\begin{equation}
\frac{Sy_i}{4\pi}\,2\pi\int_0^1\mu\,d\mu=\frac{Sy_i}{4}.
\end{equation}
Open surfaces only remove trajectories, so the outward current from the film cannot exceed this. Two surfaces and $St$ source electrons per area give
\begin{equation}
E_{\rm escaped}\le\frac{1}{2t}\sum_iy_iE_i
\end{equation}
per source electron, for electrons above the cutoff. For $t=30$ nm the bound is 12.8 eV. The Monte Carlo cascade in such a film, with uniform starting depth, isotropic directions after each collision and no surface barrier, loses about 9 eV, or roughly a tenth of the source energy. This number depends on how directions change. The cascade has no elastic scattering; adding isotropic elastic collisions with a mean free path between 2 and 0.5 nm lowers the loss to between about 7 and 5 eV. Without elastic scattering, but with primaries that keep their direction in every collision, it is about 12 eV. For a free-standing film of this kind, escape above the cutoff alone therefore changes the infinite-medium budget by something like 5 to 15\%. Residual electrons can leave too: followed below the cutoff with vibrational losses only and no surface barrier, they carry out roughly another 2 to 5 eV. A substrate would send some electrons back.

In real organic resists the loss maximum lies somewhat above 20 eV, and the model's, at 25 eV, is a little high. A mean free path near 1 nm at 80 eV is of the right order. Real resists also do not have a single binding energy: their valence levels spread over more than 10 eV. Setting $B=12$ eV, which also lowers the source energy to 80 eV, reduces the ionizations to 2.91, by 23\%. Setting $B=8$ eV, with a source energy of 84 eV, raises them to 5.19. The binding energy alone thus moves the yield of this model between roughly three and five ionizations per photoelectron. Halving or doubling the excitation rates as well widens the range to about 2.5 to 5.8, however many digits the energy balance closes to.
